# Current after a small potential step on a planar insertion electrode

When the potential of a planar insertion electrode is lowered by a small amount $V$, the guest (lithium in an oxide, hydrogen in a metal) enters through the surface and spreads by diffusion. For a film of thickness $L$ with a blocking back face, the current density is

$$i(t)=\frac{FD\,\Delta c}{L}\sum_{n=1}^{\infty}\frac{2B^2}{\lambda_n^2+B^2+B}\,e^{-\lambda_n^2Dt/L^2},\qquad \lambda_n\tan\lambda_n=B. \tag{1}$$

Here $D$ is the chemical diffusivity, $\Delta c$ the final change of guest concentration, $F$ the Faraday constant and $\lambda_n$ the positive roots. The Biot number $B=kL/D$ compares the surface rate constant $k$ with the diffusion velocity $D/L$. For $B\ll1$ the surface limits the current, which decays nearly as one exponential. For $B\gg1$ diffusion limits it, and a period of $t^{-1/2}$ decay appears between an early and a late cutoff.

Let the film occupy $0\le x\le L$, with the electrolyte at $x=L$. Before the step it has uniform concentration $c_0$ and is in equilibrium at potential $E_0$. Insertion current is counted positive, and each inserted atom carries one electron. The host stays a single phase whose equilibrium potential $E_{\rm eq}(c)$ falls with concentration; $|E'|$ denotes the magnitude of its slope at $c_0$. The electrolyte composition is constant, and side reactions and double-layer charging are left out for now.

An insertion current through a series resistance $R_\Omega$ (per unit area) makes the interfacial potential $E_0-V+iR_\Omega$. The overpotential driving insertion is the equilibrium potential at the surface concentration $c_s$ minus this value:

$$\eta=E_{\rm eq}(c_s)-E_0+V-iR_\Omega\simeq V-|E'|(c_s-c_0)-iR_\Omega .$$

With $f=F/(R_gT)$, where $R_g$ is the gas constant, the Butler–Volmer law and its expansion are

$$i=i_0\left[e^{\alpha f\eta}-e^{-(1-\alpha)f\eta}\right]\simeq i_0f\eta=\frac{\eta}{R_{ct}},\qquad R_{ct}=\frac{R_gT}{Fi_0}.$$

The transfer coefficient $\alpha$ drops out at first order because $\alpha+(1-\alpha)=1$. The exchange current density $i_0$ depends on $c_s$, but its change is of order $V$ and multiplies $\eta$, itself of order $V$. It therefore enters at second order. The same argument lets $D$ be held at its initial value, since it multiplies a gradient of order $V$.

Inserting $\eta$ and collecting the terms in $i$ gives, with $R=R_{ct}+R_\Omega$,

$$iR=V-|E'|(c_s-c_0).$$

The current stops when $c_s=c_0+\Delta c$, with $\Delta c=V/|E'|$. Hence

$$i=Fk\,(c_0+\Delta c-c_s),\qquad k=\frac{|E'|}{FR}. \tag{2}$$

Series resistance thus acts like slow surface kinetics, and with double-layer charging left out the current cannot separate the two. The Biot number becomes

$$B=\frac{kL}{D}=\frac{1}{R}\,\frac{L|E'|}{FD},$$

the ratio of a diffusion resistance to the resistance $R$.

Define the unfinished fraction $u=(c_0+\Delta c-c)/\Delta c$, with $y=x/L$ and $\tau=Dt/L^2$. The diffusion equation becomes $u_\tau=u_{yy}$, with $u=1$ at $\tau=0$ and $u_y=0$ at the blocking face. At the surface, guest flows towards decreasing $x$, so the inserted current is $i=+FD\,\partial c/\partial x$. Since $c=c_0+\Delta c(1-u)$, this equals $-(FD\Delta c/L)u_y$. Equating it to $Fk\Delta c\,u$ from (2) gives

$$-u_y(1,\tau)=B\,u(1,\tau). \tag{3}$$

A product $Y(y)G(\tau)$ solves the equation if $G'/G=Y''/Y=-\mu$, a constant. To find its sign, multiply $Y''=-\mu Y$ by the complex conjugate $Y^*$ and integrate by parts:

$$\mu\int_0^1|Y|^2dy=-\left[Y^*Y'\right]_0^1+\int_0^1|Y'|^2dy=B|Y(1)|^2+\int_0^1|Y'|^2dy .$$

The right side is real and non-negative. It vanishes only if $Y$ is constant and zero at the surface, hence zero everywhere. Thus $\mu=\lambda^2>0$: every mode decays. The blocking condition removes the sine, leaving $Y=\cos\lambda y$, and (3) gives $\lambda\sin\lambda=B\cos\lambda$. Here $\cos\lambda$ cannot vanish, because $\sin\lambda$ would then have to vanish too. Division gives

$$\lambda\tan\lambda=B.$$

For $\lambda>0$ the tangent must be positive, which confines roots to the intervals $(n-1)\pi<\lambda<(n-\tfrac12)\pi$. In each of them $\lambda\tan\lambda$ rises continuously from zero to infinity, so each holds one root, $\lambda_n$.

Two modes $Y_m$ and $Y_n$ satisfy

$$(\lambda_n^2-\lambda_m^2)\int_0^1Y_mY_n\,dy=\left[Y_nY_m'-Y_mY_n'\right]_0^1=-BY_nY_m+BY_mY_n=0,$$

the last products being taken at $y=1$. Different modes are therefore orthogonal. By the Sturm–Liouville theorem they are also complete, so $1=\sum A_n\cos\lambda_ny$ in the mean-square sense, and projection gives

$$A_n=\frac{\int_0^1\cos\lambda_ny\,dy}{\int_0^1\cos^2\lambda_ny\,dy}=\frac{\sin\lambda_n/\lambda_n}{(\lambda_n+\sin\lambda_n\cos\lambda_n)/(2\lambda_n)}=\frac{2\sin\lambda_n}{\lambda_n+\sin\lambda_n\cos\lambda_n}.$$

The current needs $A_n\cos\lambda_n$. From $\tan\lambda_n=B/\lambda_n$,

$$\sin\lambda_n\cos\lambda_n=\frac{\tan\lambda_n}{1+\tan^2\lambda_n}=\frac{B\lambda_n}{\lambda_n^2+B^2},$$

and therefore

$$A_n\cos\lambda_n=\frac{2B\lambda_n}{\lambda_n(\lambda_n^2+B^2)+B\lambda_n}=\frac{2B}{\lambda_n^2+B^2+B}. \tag{4}$$

This is the share of mode $n$ in the initial current. Multiplication by $Fk\Delta c=(FD\Delta c/L)B$ yields (1). At the start $c_s=c_0$, so $i(0)=Fk\Delta c=V/R$, which is finite.

The Laplace transform gives the same result and prepares the short-time limit. With $q=\sqrt s$, the transformed equation $s\hat u-1=\hat u''$ and the blocking condition give $\hat u=1/s-a\cosh qy$. Condition (3) fixes $a$ through $aq\sinh q=B(1/s-a\cosh q)$. The transform of $j=iL/(FD\Delta c)$ is $aq\sinh q$, or

$$\hat j=\frac{Bq\sinh q}{s\,(q\sinh q+B\cosh q)}=\frac{1}{s\left(1/B+\coth q/q\right)}. \tag{5}$$

The bracket is a resistor in series with a finite diffusion element. There is no pole at $s=0$, because $q\sinh q/s\to1$. At $q=i\lambda$ the denominator vanishes when $-\lambda\sin\lambda+B\cos\lambda=0$, the same eigenvalue condition. Since $dq/ds=1/(2q)$, the residue there is

$$\frac{Bq\sinh q}{s}\,\frac{2q}{(1+B)\sinh q+q\cosh q}=\frac{2B}{1+B+q\coth q}=\frac{2B^2}{\lambda_n^2+B^2+B},$$

where $q\coth q=\lambda_n\cot\lambda_n=\lambda_n^2/B$ was used. These are the weights in (1).

The total charge is $Q_\infty=FL\Delta c$, whatever the kinetics. The mean charging time $\theta=\int_0^\infty(1-Q/Q_\infty)\,dt$ also has a closed form. The uncharged fraction is the average of $u$ over the film. Let $w(y)=\int_0^\infty u\,d\tau$. Integrating the diffusion equation over time gives $w''=-1$, with $w'(0)=0$ and $-w'(1)=Bw(1)$. Thus $w'=-y$, $w(1)=1/B$ and $w=1/B+(1-y^2)/2$, whose average is $1/B+1/3$. In ordinary units

$$\theta=\frac Lk+\frac{L^2}{3D}. \tag{6}$$

Within the linear model this holds for every $B$: the surface and diffusion delays add.

For slow kinetics, $B\ll1$, the first root is small. Expanding the tangent gives

$$\lambda_1^2+\tfrac13\lambda_1^4+\tfrac2{15}\lambda_1^6+\dots=B .$$

Put $\lambda_1^2=B+aB^2+bB^3$. The terms in $B^2$ require $a=-1/3$, and those in $B^3$ require $b+2a/3+2/15=0$, so $b=4/45$. The first mode's share from (4) is $2B/(2B+\tfrac23B^2+\dots)\simeq1-B/3$. To leading order,

$$i\simeq\frac VR\,e^{-kt/L}. \tag{7}$$

The concentration is then nearly uniform, and the film discharges like a capacitor $C=FL/|E'|$ through $R$, since $RC=L/k$. To see the error, write $p=kt/L=B\tau$. After the faster modes have died, the first corrections give

$$\frac{i}{V/R}-e^{-p}\simeq\frac B3\,(p-1)e^{-p}.$$

At early times the faster modes add a positive part, at most $B/3$, which cancels this difference at $t=0$. The error is thus at most about $B/3$ of the initial current. Relative to the remaining current it grows as $(p-1)B/3$, so (7) eventually becomes a poor description of the tail even when $B$ is small.

For the opposite regime, consider first times $t\ll L^2/D$ at any $B$. In (5) $q$ is then large and $\coth q\simeq1+2e^{-2q}$. The exponential represents the echo from the back face, which is suppressed in time by a factor of order $e^{-L^2/Dt}$. Without it,

$$\hat j\simeq\frac{B}{q(q+B)} .$$

To invert this, take $g(\tau)=e^{B^2\tau}\operatorname{erfc}(B\sqrt\tau)$. Differentiation gives $g'=B^2g-B/\sqrt{\pi\tau}$ with $g(0)=1$. Its transform obeys $s\hat g-1=B^2\hat g-B/q$, so

$$\hat g=\frac{1-B/q}{q^2-B^2}=\frac1{q(q+B)}.$$

Hence $j=Bg$, which in ordinary units is

$$i\simeq\frac VR\,e^{z^2}\operatorname{erfc}z,\qquad z=k\sqrt{t/D}. \tag{8}$$

For large $z$, integration by parts of the error integral gives $e^{z^2}\operatorname{erfc}z\simeq(1-1/2z^2)/(z\sqrt\pi)$. The leading term is the Cottrell law,

$$i\simeq F\Delta c\sqrt{\frac{D}{\pi t}},\qquad \frac{D}{k^2}\ll t\ll\frac{L^2}{D}. \tag{9}$$

The ratio of the two cutoffs is $B^2$, so this window requires $B\gg1$. At earlier times the surface limits the current to $V/R$; at later times the finite film ends the $t^{-1/2}$ decay. When $B\to\infty$, $\lambda_n\to(n-\tfrac12)\pi$ and the weights in (1) tend to 2, so the tail is

$$i\simeq\frac{2FD\Delta c}{L}\,e^{-\pi^2Dt/4L^2}. \tag{10}$$

For large finite $B$, write $\lambda_1=\pi/2-\epsilon$. Then $\tan\lambda_1\simeq1/\epsilon$ and $\epsilon\simeq\lambda_1/B$, so $\lambda_1\simeq(\pi/2)B/(1+B)$. The decay time still exceeds its diffusion limit by a fraction of about $2/B$.

Consider a lithium cobalt oxide film with rough typical parameters: $L=500$ nm, $D=10^{-10}$ cm²/s, $0.05$ mol/cm³ of lithium sites, and a potential slope of 1 V per unit lithium fraction near fraction 0.60. Then $|E'|=1/0.05=20$ V cm³/mol. At 298.15 K an exchange current density of 0.30 mA/cm² gives $R_{ct}=85.6$ Ω cm², and 15 Ω cm² of series resistance makes $R=100.6$ Ω cm². The diffusion resistance $L|E'|/(FD)$ is 103.6 Ω cm², so

$$B=\frac{103.6}{100.6}=1.03 .$$

A 5 mV step changes the lithium fraction by 0.005. The initial current is $5\ \text{mV}/100.6\ \Omega\,\text{cm}^2=49.7$ µA/cm², and the total charge is 1.206 mC/cm². With $L/k=24.3$ s and $L^2/D=25.0$ s, equation (6) gives $\theta=24.3+25.0/3=32.6$ s.

Solving the eigenvalue condition numerically gives $\lambda_1=0.870$ and $\lambda_2=3.433$. The first mode carries 72.4 % of the initial current and decays in 33.1 s; the second carries 14.8 % and decays in 2.1 s. After 20 s only the first matters, so at 60 s

$$i=49.7\times0.724\times e^{-60/33.1}=5.9\ \text{µA/cm}^2 .$$

The full series and the two limiting laws compare as follows, with currents in µA/cm²:

| $t$ (s) | series (1) | RC law (7) | Cottrell (9) | charged |
|---|---|---|---|---|
| 1 | 40.0 | 47.7 | 136.1 | 3.6 % |
| 5 | 31.6 | 40.4 | 60.9 | 15.2 % |
| 20 | 19.6 | 21.8 | 30.4 | 46.2 % |
| 60 | 5.9 | 4.2 | 17.6 | 84.0 % |

Neither limit serves. The RC law starts with the right current and encloses the right total charge, so its excess at early times must be repaid by a deficit later. The Cottrell law is too high at all four times, and its window is missing because $D/k^2=23.6$ s nearly equals $L^2/D$.

The late exponential alone can mislead. If its 33.1 s were assigned to pure diffusion through $4L^2/(\pi^2D)$, the inferred diffusivity would be $4\lambda_1^2/\pi^2=0.31$ times the true one. Equation (6) offers a remedy. Because $L/k=Q_\infty/i(0)$, the difference $\theta-Q_\infty/i(0)=32.6-24.3=8.3$ s equals $L^2/(3D)$ and returns the assumed $D$. This requires a response linear in $V$, a uniform film, and a leakage current subtracted before integration. It also requires $i(0)$ to be extrapolated to zero time, for instance with (8), from currents measured after the double layer has charged. The difference is sensitive to this value: here, using the current at 0.1 s as $i(0)$ would make the inferred $D$ 28 % too high, and using the current at 1 s would make it 3.4 times too high.

With the material, interface and step held fixed, $B=1$ falls at a thickness $D/k$ of about 490 nm. A 25 nm film has $B=0.051$. At $t=L/k=1.21$ s its current is 18.27 µA/cm², and the RC law is only 0.02 % higher. That agreement is better than the general $B/3$ scale of 1.7 %, because the first-order error crosses zero at $p=1$. A 10 µm film has $B=20.6$ and cutoffs at 23.6 s and $10^4$ s. The Cottrell law is useful only well between them: it is too high by 10 % at 100 s and by 6 % at 3000 s, but by 29 % at 5000 s. At 1000 s the series gives 4.25 µA/cm² and the Cottrell law 4.30 µA/cm², an excess of 1.2 %. The expected excess is $1/(2z^2)=23.6/2000=1.2\,\%$.

How small 5 mV is can be judged from a nonlinear calculation for the 500 nm film. It keeps the full Butler–Volmer law with $\alpha=0.5$ and lets $i_0$ vary as $\sqrt{X(1-X)}$ with lithium fraction $X$. It assumes $d\ln D/dX=-5$ and a potential curvature of 2 V, and includes a double layer of 20 µF/cm². Solved by finite volumes, it differs from (1) by less than 0.1 % at 1, 5 and 20 s and by 1.1 % at 60 s. Most of the late growth comes from the curvature of the potential, which without the variations of $D$ and $i_0$ gives 0.9 % at 60 s. The closer agreement earlier is partly due to the chosen parameters. At 20 s the curvature (+0.2 %) and the falling $D$ (−0.2 %) cancel, and reversing either sign gives 0.4 to 0.5 %. The value $\alpha=0.5$ removes the second-order Butler–Volmer term, and $\alpha=0.4$ or $0.6$ shifts the current at 1 s by 0.9 %. For these parameter choices a 5 mV step is linear to within about 1 to 2 % up to 60 s. Even so, with $\alpha=0.5$ the $D$ inferred from $\theta-Q_\infty/i(0)$ comes out 3 % below its starting value.

The double layer charges in 0.26 ms and takes 0.008 % of the film's charge. The current $V/R$ is therefore the value to which the current after this transient extrapolates at zero time, since diffusion is already lowering it slowly; at the very first instant the series resistance alone would allow $5\ \text{mV}/15\ \Omega\,\text{cm}^2=333$ µA/cm². A leakage of 0.02 µA/cm² would be 0.3 % of the current at 60 s, and a larger part later.

Errors in thickness or temperature, and the structure of the film, can matter more than these corrections. A thickness error of +10 % raises $\theta$ by 13 %. With rough activation energies of 0.3 eV for $D$ and 0.5 eV for $i_0$, warming by 1 K lowers it by 5 %. Lithium moves mainly within the oxide's layers, so the $D$ that matters depends on crystal orientation. If it were ten times smaller, $B$ would be 10.3 and $\theta$ would rise to $24.3+83.3=108$ s. Rough or cracked films have a spread of diffusion lengths and no single $B$.

The result fails when the step enters a two-phase region, as lithium cobalt oxide has at higher lithium content: a phase boundary must then nucleate and move. For hydrogen in a metal, (1) applies within the dilute phase when uptake obeys (2). There $E_{\rm eq}$ is logarithmic in $c$ and a step changes $c$ by a fraction of about $fV$, so $V$ must be far below $R_gT/F\approx26$ mV. With the $B$, initial slope and time scale of the example and $i_0\propto\sqrt c$, a 5 mV step departs from (1) by 7 % at 20 s and 17 % at 60 s. It does not describe growth of a separate hydride layer, or a surface whose adsorbed hydrogen stores appreciable charge.
